# Breit-Rabi levels of a trapped electron and the Zeeman-hyperfine crossover field

One trapped electron coupled isotropically to one spin-half nucleus, in a magnetic field \(B\), has the four levels

\[
E_{\uparrow\Uparrow}=\frac a4+\frac{(e-n)B}{2},\qquad
E_{\downarrow\Downarrow}=\frac a4-\frac{(e-n)B}{2},
\]
\[
E_\pm=-\frac a4\pm\frac12\sqrt{a^2+D^2B^2},\qquad D=e+n ,
\]

and the Zeeman splitting of the two antiparallel spin states overtakes their hyperfine splitting at

\[
B_0=\frac{|a|}{D}.
\]

Energies are divided by Planck's constant \(h\) and given in GHz. The thin arrow is the electron spin and the double arrow the nuclear spin, both along the field. The constant \(a\) is the hyperfine coupling, \(e=g\mu_B/h\) and \(n=g_n\mu_N/h\), with \(\mu_B\) the Bohr magneton, \(\mu_N\) the nuclear magneton, and \(g\), \(g_n\) the two g-factors. Both \(a\) and \(n\) may have either sign; \(e\) is positive and much larger than \(|n|\), so \(D>0\). The field \(B_0\) marks a smooth crossover. No level crosses another there, and nothing in the spectrum is discontinuous.

The electron sits in a single orbital state, far in energy from any other, so that its spin is its only freedom. With the field along \(z\) and dimensionless spin operators, the Hamiltonian is

\[
\frac Hh=eB\,S_z-nB\,I_z+a\,\mathbf S\cdot\mathbf I .
\]

The two Zeeman terms differ in sign because the electron's moment points against its spin, while a nucleus with positive \(g_n\) has its moment along its spin. With \(S_\pm=S_x\pm iS_y\) and \(I_\pm=I_x\pm iI_y\), multiplying out gives \(S_+I_-+S_-I_+=2(S_xI_x+S_yI_y)\), and therefore

\[
\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12\left(S_+I_-+S_-I_+\right).
\]

The last bracket raises one spin and lowers the other, so \(S_z+I_z\) is conserved. Its value is \(+1\) for \(\uparrow\Uparrow\), \(-1\) for \(\downarrow\Downarrow\), and \(0\) for \(\uparrow\Downarrow\) and \(\downarrow\Uparrow\). The first two states have no partner to mix with and are eigenstates at every field. Putting \(S_z=I_z=\pm\tfrac12\) into the diagonal terms gives \(\pm eB/2\mp nB/2+a/4\), which are the two parallel levels.

In the antiparallel pair, \(S_zI_z=-\tfrac14\). The state \(\uparrow\Downarrow\) has Zeeman energy \(eB/2+nB/2=DB/2\), and \(\downarrow\Uparrow\) has the opposite. The operator \(S_+I_-\) turns \(\downarrow\Uparrow\) into \(\uparrow\Downarrow\) with coefficient one, so the off-diagonal element is \(a/2\). In the order \(\uparrow\Downarrow,\downarrow\Uparrow\) the block is

\[
-\frac a4\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\frac12\begin{pmatrix}DB&a\\a&-DB\end{pmatrix}.
\]

An eigenvalue \(\lambda\) of the second matrix, without its factor \(\tfrac12\), obeys \((DB-\lambda)(-DB-\lambda)-a^2=0\), that is \(\lambda^2=D^2B^2+a^2\). Hence \(\lambda=\pm R\) with \(R=\sqrt{a^2+D^2B^2}\), and \(E_\pm=-a/4\pm R/2\).

The same matrix shows what competes with what. Without hyperfine coupling the pair is split by \(DB\); without field it is split by \(|a|\). The two splittings are equal when \(DB=|a|\), which is \(B_0\). They add as the sides of a right triangle, so at \(B_0\) the actual splitting is \(\sqrt2\,|a|\).

The states give this field a second meaning. Define an angle by \(\cos\theta=DB/R\) and \(\sin\theta=a/R\), which is allowed because the squares add to one. The matrix becomes \(R\) times

\[
\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix}.
\]

Acting on the column \((\cos\frac\theta2,\sin\frac\theta2)\), its first row gives \(\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2=\cos\frac\theta2\), and its second gives \(\sin\theta\cos\frac\theta2-\cos\theta\sin\frac\theta2=\sin\frac\theta2\). The column is thus the eigenvector for \(+R\), and the orthogonal one belongs to \(-R\):

\[
|+\rangle=\cos\tfrac\theta2\,|\!\uparrow\Downarrow\rangle+\sin\tfrac\theta2\,|\!\downarrow\Uparrow\rangle,
\]
\[
|-\rangle=-\sin\tfrac\theta2\,|\!\uparrow\Downarrow\rangle+\cos\tfrac\theta2\,|\!\downarrow\Uparrow\rangle .
\]

Let \(x=DB/|a|=B/B_0\). The electron polarization in the upper state is

\[
2\langle S_z\rangle=\cos^2\tfrac\theta2-\sin^2\tfrac\theta2=\cos\theta=\frac{x}{\sqrt{1+x^2}} .
\]

The entanglement of the two spins can be measured by the concurrence \(C=2|c_{\uparrow\Uparrow}c_{\downarrow\Downarrow}-c_{\uparrow\Downarrow}c_{\downarrow\Uparrow}|\), built from the four amplitudes of a pure state. It vanishes for a product state, whose amplitudes factorize so that the two terms cancel, and equals one for the singlet. Here

\[
C=2\left|\cos\tfrac\theta2\sin\tfrac\theta2\right|=|\sin\theta|=\frac1{\sqrt{1+x^2}} .
\]

The field aligns the electron and the hyperfine coupling entangles it with the nucleus. The two measures are equal at \(x=1\), again \(B_0\), where each is \(1/\sqrt2\).

Below the crossover, \(\sqrt{1+x^2}\approx1+x^2/2\) gives

\[
E_\pm\approx-\frac a4\pm\left(\frac{|a|}2+\frac{D^2B^2}{4|a|}\right),\qquad B\ll B_0 .
\]

The mixed levels start with zero slope, while the parallel levels move linearly from the start. At zero field three levels meet at \(a/4\), the triplet, and one lies at \(-3a/4\), the singlet. For positive \(a\) the singlet is lowest. For negative \(a\) it is highest: then \(\theta=-\pi/2\), and \(|+\rangle\) is \((|\!\uparrow\Downarrow\rangle-|\!\downarrow\Uparrow\rangle)/\sqrt2\).

Above the crossover, \(R=DB\sqrt{1+1/x^2}\approx DB+a^2/(2DB)\), so

\[
E_\pm\approx-\frac a4\pm\left(\frac{DB}2+\frac{a^2}{4DB}\right),\qquad B\gg B_0 .
\]

The first two terms are the energies of unmixed spins. The last is second-order perturbation theory: the squared coupling \((a/2)^2\) divided by the separation \(DB\).

A spectrometer sees differences of levels. A weak oscillating field along \(x\) drives the electron through \(S_x\), which flips its spin with matrix element \(\tfrac12\). From \(\uparrow\Uparrow\) it reaches the \(\downarrow\Uparrow\) part of either mixed state, and so

\[
4|\langle\uparrow\Uparrow|S_x|-\rangle|^2=\cos^2\tfrac\theta2=\frac{1+\cos\theta}2,
\]
\[
4|\langle\uparrow\Uparrow|S_x|+\rangle|^2=\sin^2\tfrac\theta2=\frac{1-\cos\theta}2 .
\]

For \(\downarrow\Downarrow\) the roles of \(|+\rangle\) and \(|-\rangle\) are exchanged, since \(S_x\) now reaches their \(\uparrow\Downarrow\) parts. There are thus two strong and two weak lines. The weak ones fade as \(\theta\to0\), where they become pure nuclear flips. The direct drive of the nuclear moment has been left out; for the line from \(\uparrow\Uparrow\) to \(|+\rangle\) this requires \(|\tan(\theta/2)|\gg|n|/e\).

The frequencies of the two strong lines, named after the nuclear direction in the parallel state involved, are

\[
f_\Uparrow=E_{\uparrow\Uparrow}-E_-=\frac{a+(e-n)B+R}2,
\]
\[
f_\Downarrow=E_+-E_{\downarrow\Downarrow}=\frac{-a+(e-n)B+R}2 .
\]

Their difference is \(f_\Uparrow-f_\Downarrow=a\) at every field. The distance between the two strong lines in a frequency sweep at fixed field therefore gives \(|a|\) on either side of the crossover, within the isotropic model. The sign of \(a\) requires knowing which line is which.

One can instead hold the frequency \(f\) fixed and sweep the field. Let \(s=+1\) for the line \(\Uparrow\) and \(s=-1\) for \(\Downarrow\). Both conditions read \(2f-sa-(e-n)B=R\). Squaring gives

\[
(2f-sa)^2-2(2f-sa)(e-n)B+(e-n)^2B^2=a^2+(e+n)^2B^2 .
\]

Since \(s^2=1\), \((2f-sa)^2-a^2=4f(f-sa)\), and \((e-n)^2-(e+n)^2=-4en\). Collecting terms and dividing by \(-2\),

\[
2en\,B^2+(2f-sa)(e-n)B-2f(f-sa)=0 .
\]

Squaring can add false roots, so the left side before squaring must be positive. The root wanted here is the one that stays finite as \(n\to0\). In that limit, with \(u=sa/(2f)\),

\[
B_s=\frac{2f(f-sa)}{e(2f-sa)}=\frac fe\,\frac{1-2u}{1-u}=\frac fe\left(1-u-u^2-u^3-\dots\right),
\]

the series holding for \(|u|<1\). The terms odd in \(u\) change sign with \(s\) and separate the lines; the even ones move both. To this order the separation is \((|a|/e)\,[1+a^2/(4f^2)]\), and the midpoint lies below \(f/e\) by \(a^2/(4fe)\).

At low frequency the pattern changes. The line with \(sa=+|a|\) has frequency \(\tfrac12[|a|+(e-n)B+R]\), which is at least \(|a|\) because \(R\ge|a|\). When \(f<|a|\), this strong line is absent from the field sweep and one strong line remains. A low-frequency instrument thus cannot obtain \(a\) from the distance between two strong lines. The sweep still contains one of the weak lines, and where that line falls well below \(B_0\) it is not faint, since its strength \((1-\cos\theta)/2\) tends to \(\tfrac12\) as \(B\to0\).

There is a second, much higher field at which levels do cross. Setting \(E_{\uparrow\Uparrow}=E_+\) gives \(a+(e-n)B=R\). Squaring, cancelling \(a^2\) and dividing by \(B\) leaves \(2a(e-n)=4enB\). Setting \(E_{\downarrow\Downarrow}=E_-\) gives \((e-n)B-a=R\), and in the same way \(-2a(e-n)=4enB\). The first has a positive solution if \(a/n>0\), the second if \(a/n<0\), and in both cases

\[
B_x=\frac{|a|(e-n)}{2e|n|} .
\]

The solution survives the sign check: at \(B_x\) the side set equal to \(R\) is \(|a|\,[(e-n)^2+2en]/(2e|n|)=|a|(e^2+n^2)/(2e|n|)\), which is positive. For \(|n|\ll e\) the condition is \(|n|B\approx|a|/2\): the applied field cancels the hyperfine field that a fully polarized electron exerts on the nucleus. So \(B_0\) is where the electron's Zeeman energy wins, and \(B_x\) is where the nuclear one catches up.

For numbers, take the regime of the neutral silicon dangling bond in silicon nitride, the K centre, a charge trap of nitride flash memory. A silicon atom bonded to three nitrogens keeps one unpaired electron in its fourth orbital. The example sets \(g=2.003\) and, for a \(^{29}\)Si nucleus, \(g_n=-1.11\) and \(a=-1.0\) GHz. The coupling is only a rough typical value, so digits beyond the second in the results below serve to compare formulas for exactly these inputs, not to predict a real trap. The coupling is negative because the contact interaction takes the sign of \(g_n\) when the spin density at the nucleus is parallel to the electron spin. Then \(e=28.0345\) GHz/T, \(n=-8.461\) MHz/T and \(D=28.0260\) GHz/T, so

\[
B_0=\frac{1.0\ \text{GHz}}{28.026\ \text{GHz/T}}=35.7\ \text{mT}.
\]

The coupling corresponds to 4.1 µeV. Leaving out the nuclear moment, \(|a|/e\), moves the crossover by 0.01 mT, far less than the uncertainty of \(a\).

At zero field the singlet lies at \(+0.75\) GHz and the triplet at \(-0.25\) GHz. At \(B_0\) the mixed levels are \(0.25\pm\tfrac12\sqrt2\) GHz, that is 0.957 and \(-0.457\) GHz, and the parallel levels are 0.250 and \(-0.750\) GHz. The upper mixed state is 85 percent \(\uparrow\Downarrow\) and 15 percent \(\downarrow\Uparrow\), with polarization and concurrence both 0.707. The squared matrix elements of the strong and weak lines, relative to a free electron flip, are the same two numbers, 0.85 and 0.15. The strong lines lie at 0.707 and 1.707 GHz, one \(|a|\) apart. At \(10B_0\) the strong-field formula gives \(E_+\approx0.25+5+0.025=5.275\) GHz, in agreement with the full value 5.2749 GHz.

At a fixed 9.5 GHz the lines fall at 320.0 and 355.8 mT, well above the crossover. Their separation is 35.77 mT, while \(|a|/e\) is 35.67 mT; the factor \(1+1/(4\times9.5^2)=1.0028\) accounts for the difference. The midpoint, 337.93 mT, lies 0.94 mT below \(f/e=338.87\) mT, as \(a^2/(4fe)\) predicts. In the isotropic model the true crossing is at \(B_x=59\) T, beyond ordinary resonance magnets. In a real trap the dipolar coupling described below moves this crossing and, unless the bond lies along or across the field, opens a gap there.

Real traps depart from the model in several ways. About 5 percent of silicon nuclei are \(^{29}\)Si. The other stable silicon nuclei have no spin, so traps centred on them lack the four levels and the crossover at \(B_0\); only weaker couplings to neighbouring nuclei, such as the nitrogens below, remain. The charge state matters as well. A neutral centre that captures a second electron pairs the spins, and one that loses its electron has no unpaired electron left, so the four levels describe the neutral centre alone. In an amorphous film \(a\) also varies from site to site, and \(B_0\) varies in proportion.

The largest spin term neglected is the dipolar hyperfine coupling, which adds \(t(3u_iu_j-\delta_{ij})\) to the coupling tensor, with \(\mathbf u\) the unit vector along the dangling bond. With the field along \(\mathbf u\), both transverse couplings are \(a-t\). This replaces \(a\) in the off-diagonal element, and the crossover is \(|a-t|/D\). With the field across \(\mathbf u\), the transverse couplings are \(a+2t\) and \(a-t\); the spin exchange contains their mean, and the crossover is \(|a+t/2|/D\). For a rough \(t=-80\) MHz these fields are \(0.92/28.026=32.8\) mT and \(1.04/28.026=37.1\) mT. The largest level shift at \(B_0\), scanned over field directions, is 68 MHz, or 7 percent of \(|a|\). In a film with random bond directions the crossover is therefore spread over a few millitesla. The separation of the two lines at 9.5 GHz changes more, because well above the crossover it follows the coupling along the field: it is about 41.5 mT, near \(|a+2t|/e\), with the field along the bond, and about 32.9 mT, near \(|a-t|/e\), with the field across it.

The other spin terms are smaller. Three \(^{14}\)N neighbours of spin one, each coupled isotropically by a rough 10 MHz, can shift a parallel level by \(\tfrac12\times3\times10=15\) MHz in first order; diagonalizing all five spins, without nitrogen Zeeman and quadrupole terms, gives a largest shift of 15.1 MHz. A g-factor spread of 0.003 shifts levels by 0.75 MHz at \(B_0\).

Temperature leaves the levels of this Hamiltonian in place but nearly equalizes their populations. At 358 K, a warm operating temperature, \(k_BT/h\) is 7460 GHz. The highest and lowest levels at \(B_0\) are 1.707 GHz apart, so their populations differ by about \(1.707/(4\times7460)=5.7\times10^{-5}\) of the total. A resonance signal that relies on thermal polarization is correspondingly weak. Electrical detection through a spin-dependent current brings in a second carrier, and the levels found here apply to it if the coupling between the two electrons is small beside \(|a|\).

The electron must also stay long enough. A residence time \(\tau\) broadens a level by about \(1/(2\pi\tau)\), which is below \(|a|\) if \(\tau\) exceeds \(1/(2\pi|a|)=0.16\) ns. For a rough trap depth of 1.5 eV and attempt rate of \(10^{13}\) s\(^{-1}\), thermal emission at 358 K takes \(1.3\times10^8\) s. Tunnelling from a trap right at a 3 nm oxide, with a 2.6 eV barrier and an effective mass of half the free one, takes about 170 s in a WKB estimate with a bare barrier. The Coulomb attraction of the emptied, positive centre lowers that barrier and shortens the time to roughly 0.1 to 2 s for a permittivity between 2.1 and 3.9. Either is ample for spectroscopy. A trap deeper in the nitride holds its electron longer against this route, because the tunnelling path is longer. Now let a field pull the electron towards the oxide, with 10 MV/cm across the oxide, roughly its breakdown strength, and 5.6 MV/cm in the nitride. For a trap well inside the nitride, Poole-Frenkel lowering then removes 0.90 eV of the trap depth, and thermal emission takes about 30 µs. For the trap right at the oxide, tunnelling through the bare oxide barrier takes about 60 µs; with the same Coulomb attraction that causes the Poole-Frenkel lowering it takes roughly 5 to 200 ns for a permittivity between 2.1 and 3.9. For these parameters both routes stay slower than the required time, by a factor of about \(2\times10^5\) for emission and of about 30 to 1500 for tunnelling. These margins depend exponentially on the inputs: a trap depth of 1.1 eV instead of 1.5 eV brings the emission time down to about 0.08 ns, below the required time. A third route, tunnelling from the trap into the conduction band of the nitride itself, is closed without a field but can be much faster than both in a field this strong. It is not estimated here, so the residence time is shown to be sufficient only without a strong field, and only against escape; capture of a second carrier also ends the neutral state and is not estimated either. Among the corrections to the levels sized here, and for the rough couplings assumed, the direction of the dangling bond is the largest. The numerical output lists the values used.

## Computed values

```
input g = 2.003, gn(29Si) = -1.11, a = -1.0 GHz (rough)
29Si share of silicon (rough) = 4.7 %
e = 28.0345 GHz/T, n = -8.4611 MHz/T, D = 28.0260 GHz/T
|a| as energy = 4.1357 micro-eV
crossover field B0 = 35.681 mT
|a|/e, nuclear moment left out = 35.670 mT
levels in GHz: E(up,up), E(plus), E(minus), E(down,down)
  B = 0: -0.2500, 0.7500, -0.2500, -0.2500
  B = B0: 0.2503, 0.9571, -0.4571, -0.7503
  B = 10 B0: 4.7530, 5.2749, -4.7749, -5.2530
upper mixed state at B0: weight up-down = 0.8536
  weight down-up = 0.1464
  polarization = 0.7071
  concurrence = 0.7071
relative line strengths at B0: strong = 0.8536
  weak = 0.1464
electron lines at B0: nucleus up = 0.7074 GHz
  nucleus down = 1.7074 GHz
resonance fields at 9.5 GHz: nucleus up = 355.812 mT
  nucleus down = 320.042 mT
  separation = 35.769 mT
  midpoint = 337.927 mT
  field without hyperfine, f/e = 338.868 mT
true level crossing B_x = 59.11 T
dipolar part t = -80 MHz (rough)
  largest level shift at B0 = 67.7 MHz
  crossover, field along axis = 32.83 mT
  crossover, field across axis = 37.11 mT
three 14N, 10 MHz each (rough): largest shift at B0 = 15.1 MHz
g spread 0.003 (rough): shift at B0 = 0.75 MHz
temperature = 358 K, kT/h = 7460 GHz
  lowest minus highest population at B0 = 5.72e-05
residence time needed, 1/(2 pi |a|) = 0.159 ns
trap depth 1.5 eV, attempt rate 1e+13 1/s (rough)
  thermal emission time at rest = 1.3e+08 s
oxide 3.0 nm, barrier 2.6 eV, mass 0.5 m0 (rough)
  tunnelling time at rest = 1.7e+02 s
oxide field 10 MV/cm, nitride field 5.57 MV/cm
  permittivities: oxide 3.9, nitride 7.0, optical 4.0
  Poole-Frenkel lowering = 0.896 eV
  thermal emission time in field = 3.2e-05 s
  tunnelling time in field = 6.2e-05 s
```
